# Magnetoresistance of resonant tunneling through an unequally coupled level

A single electronic level sits in an insulating barrier between two electrodes, $L$ and $R$, made of the same ferromagnet. At the Fermi energy the majority and minority densities of states of each electrode are proportional to $1+P$ and $1-P$, with $0<P<1$. The magnetization of $R$ can be reversed; that of $L$ stays fixed. Spin $\uparrow$ denotes the majority spin of $L$ throughout.

Tunneling conserves spin, its matrix elements do not depend on spin, and transport is coherent. The level is spin-degenerate, and electrons on it do not interact until part (f). The magnetoresistance is defined as

$$M=\frac{G_P-G_{AP}}{G_{AP}}=\frac{R_{AP}-R_P}{R_P},$$

where $P$ and $AP$ as subscripts mean parallel and antiparallel magnetizations. For direct tunneling, Julliere's argument makes $G$ proportional to the product of the two densities of states, summed over spin. This gives $G_P\propto 1+P^2$, $G_{AP}\propto 1-P^2$ and $M=2P^2/(1-P^2)>0$.

## (a) Transmission through the level

**Find the transmission for one spin, and the conductance at zero temperature and small bias.**

**Solution.** Let $\varepsilon_0$ be the level energy, $a$ the amplitude on the level, and $c_{\alpha q}$ the amplitude of state $q$ in electrode $\alpha$, with energy $E_{\alpha q}$ and matrix element $V_{\alpha q}$. For an electron of energy $E$ arriving in state $k$ of $L$, the Schrödinger equation gives

$$c_{\alpha q}=\delta_{\alpha L}\delta_{qk}+\frac{V_{\alpha q}\,a}{E-E_{\alpha q}+i0},\qquad (E-\varepsilon_0)a=\sum_{\alpha q}V_{\alpha q}^*c_{\alpha q}.$$

The term $+i0$ selects outgoing scattered waves. Inserting the first equation into the second, we need

$$\sum_q\frac{|V_{\alpha q}|^2}{E-E_{\alpha q}+i0}=\Lambda_\alpha-\frac{i\Gamma_\alpha}{2},\qquad \Gamma_\alpha=2\pi\sum_q|V_{\alpha q}|^2\delta(E-E_{\alpha q}).$$

We take the widths as constant in energy and the shifts $\Lambda_\alpha$ as constant and equal for both spins. The shifts then only move the level to $\tilde\varepsilon=\varepsilon_0+\Lambda_L+\Lambda_R$, and

$$a=\frac{V_{Lk}^*}{E-\tilde\varepsilon+i(\Gamma_L+\Gamma_R)/2}.$$

The electron flow into $R$ follows from $i\hbar\dot c_{Rq}=E_{Rq}c_{Rq}+V_{Rq}a$:

$$\sum_q\frac{d|c_{Rq}|^2}{dt}=\frac{2}{\hbar}\,\mathrm{Im}\sum_q c_{Rq}^*V_{Rq}a=\frac{2}{\hbar}|a|^2\sum_q|V_{Rq}|^2\,\pi\delta(E-E_{Rq})=\frac{\Gamma_R}{\hbar}|a|^2.$$

Summing over incoming states per unit energy replaces $|V_{Lk}|^2$ by $\Gamma_L/2\pi$. The flow per unit energy is therefore $T/h$, because $2\pi\hbar=h$, with

$$T_\sigma(E)=\frac{\Gamma_{L\sigma}\Gamma_{R\sigma}}{(E-\tilde\varepsilon)^2+(\Gamma_{L\sigma}+\Gamma_{R\sigma})^2/4}.$$

The expression is symmetric in $L$ and $R$, so the current is $(e/h)\sum_\sigma\int T_\sigma(f_L-f_R)\,dE$, where $f_L$ and $f_R$ are the Fermi functions. At zero temperature and small bias only the Fermi energy counts. With $\varepsilon$ the level energy measured from it,

$$G=\frac{e^2}{h}\sum_\sigma\frac{\Gamma_{L\sigma}\Gamma_{R\sigma}}{\varepsilon^2+(\Gamma_{L\sigma}+\Gamma_{R\sigma})^2/4}.$$

## (b) Resonance with one dominant coupling

**Let $\varepsilon=0$ and $r=\Gamma_R/\Gamma_L\to0$ at fixed $P$, where $\Gamma_L$ and $\Gamma_R$ are spin-averaged widths. Find $M$.**

**Solution.** Each width is proportional to a density of states, so $\Gamma_{L\uparrow,\downarrow}=\Gamma_L(1\pm P)$. For parallel magnetizations $\Gamma_{R\uparrow,\downarrow}=\Gamma_R(1\pm P)$; for antiparallel ones the signs in $R$ are exchanged. On resonance

$$T_\sigma=\frac{4\Gamma_{L\sigma}\Gamma_{R\sigma}}{(\Gamma_{L\sigma}+\Gamma_{R\sigma})^2}\;\longrightarrow\;\frac{4\Gamma_{R\sigma}}{\Gamma_{L\sigma}}.$$

One power of the large width cancels and one remains in the denominator. In the parallel state the factors $1\pm P$ cancel for each spin, so $\sum_\sigma T_\sigma=8r$. In the antiparallel state

$$\sum_\sigma T_\sigma=4r\left[\frac{1-P}{1+P}+\frac{1+P}{1-P}\right]=4r\,\frac{(1-P)^2+(1+P)^2}{1-P^2}=8r\,\frac{1+P^2}{1-P^2}.$$

Hence

$$M=\frac{1-P^2}{1+P^2}-1=-\frac{2P^2}{1+P^2}.$$

The antiparallel state conducts better. The value depends on the definition: dividing the conductance difference by $G_P$ instead gives $1-(1+P^2)/(1-P^2)=-2P^2/(1-P^2)$.

Dropping $\Gamma_{R\sigma}$ from the denominator is most delicate for antiparallel spin $\downarrow$, where it requires $\Gamma_R(1+P)\ll\Gamma_L(1-P)$, that is, $r\ll(1-P)/(1+P)$. The limit $P\to1$ therefore cannot be taken first.

## (c) The origin of the sign

**Express the result through the density of states on the level, and find how $M$ depends on detuning for $r\to0$.**

**Solution.** When $R$ is a weak probe, the level is in effect part of electrode $L$. Summing $|a|^2$ over incoming states of $L$ at the Fermi energy gives the density of states on the level,

$$\rho_\sigma=\frac{1}{2\pi}\frac{\Gamma_{L\sigma}}{\varepsilon^2+\Gamma_{L\sigma}^2/4},\qquad T_\sigma=2\pi\Gamma_{R\sigma}\rho_\sigma.$$

This is a product of densities, as in Julliere's argument, but with the density on the level in place of that of the bulk electrode. Its polarization is $P_{\rm eff}=(\rho_\uparrow-\rho_\downarrow)/(\rho_\uparrow+\rho_\downarrow)$. Over a common denominator, $\rho_\uparrow$ and $\rho_\downarrow$ are proportional to

$$(1\pm P)\left[\varepsilon^2+\tfrac14\Gamma_L^2(1\mp P)^2\right]=(1\pm P)\varepsilon^2+\tfrac14\Gamma_L^2(1-P^2)(1\mp P).$$

The difference is $2P[\varepsilon^2-\Gamma_L^2(1-P^2)/4]$, and the sum is $2[\varepsilon^2+\Gamma_L^2(1-P^2)/4]$. Thus

$$P_{\rm eff}=P\,\frac{\varepsilon^2-w^2}{\varepsilon^2+w^2},\qquad w=\tfrac12\Gamma_L\sqrt{1-P^2}.$$

Writing $\rho_{\uparrow,\downarrow}\propto1\pm P_{\rm eff}$, we have $G_P\propto(1+P_{\rm eff})(1+P)+(1-P_{\rm eff})(1-P)=2(1+PP_{\rm eff})$. Reversing $R$ changes the sign of $P$ in this product, so $G_{AP}\propto2(1-PP_{\rm eff})$ and

$$M=\frac{2PP_{\rm eff}}{1-PP_{\rm eff}}.$$

On resonance $P_{\rm eff}=-P$, which returns the result of (b). Majority electrons couple more strongly to $L$, so their level is broader and its peak lower; at the peak the minority density is larger. Far from resonance the density is instead proportional to the width, $P_{\rm eff}\to P$, and Julliere's value returns. The sign changes at $|\varepsilon|=w$.

## (d) Any ratio of couplings

**Keep $\varepsilon=0$ but let $r$ take any value from 0 to 1. At which ratio does $M$ change sign?**

**Solution.** Define $s=(1-r)/(1+r)$ and $x=P^2s^2$. In the parallel state both spins have $T_\sigma=4r/(1+r)^2$. In the antiparallel state the total widths are

$$\Gamma_L(1\pm P)+\Gamma_R(1\mp P)=\Gamma_L(1+r)(1\pm Ps),$$

and the product of the two widths is $\Gamma_L^2r(1-P^2)$ for both spins. Therefore

$$\sum_\sigma T_\sigma^{AP}=\frac{4r(1-P^2)}{(1+r)^2}\left[\frac1{(1+Ps)^2}+\frac1{(1-Ps)^2}\right]=\frac{8r}{(1+r)^2}\frac{(1-P^2)(1+x)}{(1-x)^2},$$

$$M=\frac{(1-x)^2}{(1-P^2)(1+x)}-1.$$

For $r\to0$, $x=P^2$ and we recover (b). For equal couplings, $x=0$ and $M=P^2/(1-P^2)$, which is positive: in this model, resonance without asymmetry does not invert the effect. Since $(1-x)^2/(1+x)$ falls as $x$ grows from 0 to $P^2$, there is one sign change between these ends. Setting $M=0$ gives

$$x^2-(3-P^2)x+P^2=0.$$

Its discriminant is $(3-P^2)^2-4P^2=(3-P^2-2P)(3-P^2+2P)$. The factors equal $(1-P)(3+P)$ and $(1+P)(3-P)$, so the product is $(1-P^2)(9-P^2)$. The smaller root is the one below $P^2$:

$$s_c^2=\frac{3-P^2-\sqrt{(1-P^2)(9-P^2)}}{2P^2},\qquad r_c=\frac{1-s_c}{1+s_c}.$$

For small $P$ the quadratic reduces to $3x\approx P^2$, so $s_c=1/\sqrt3$ and $r_c=(\sqrt3-1)/(\sqrt3+1)=2-\sqrt3\approx0.27$. A moderate asymmetry suffices for a negative sign, although not for the full limiting value.

For $P\to1$, set $y=1-x$. Then $y^2=(1-P^2)(2-y)\approx4(1-P)$, so $y\approx2\sqrt{1-P}$. To this order $y\approx1-s^2\approx4r$, hence $r_c\approx\sqrt{1-P}/2$. Inversion then needs an ever larger asymmetry.

## (e) Temperature

**Find $M$ when $k_BT\gg\Gamma_L$, with the level still at the Fermi energy.**

**Solution.** At finite temperature $G=(e^2/h)\sum_\sigma\int(-f')T_\sigma\,dE$. For $k_BT\gg\Gamma_L$ the factor $-f'$ is nearly constant across the resonance, and only the area under it matters. Because $\int dE/(E^2+\Gamma^2/4)=2\pi/\Gamma$,

$$\int T_\sigma\,dE=\frac{2\pi\Gamma_{L\sigma}\Gamma_{R\sigma}}{\Gamma_{L\sigma}+\Gamma_{R\sigma}}.$$

The spin sum in the parallel state is $2\pi\Gamma_Lr[(1+P)+(1-P)]/(1+r)=4\pi\Gamma_Lr/(1+r)$. In the antiparallel state it is

$$\frac{2\pi\Gamma_Lr(1-P^2)}{1+r}\left[\frac1{1+Ps}+\frac1{1-Ps}\right]=\frac{4\pi\Gamma_Lr}{1+r}\,\frac{1-P^2}{1-P^2s^2}.$$

The ratio gives

$$M_{\rm hot}=\frac{1-P^2s^2}{1-P^2}-1=\frac{P^2(1-s^2)}{1-P^2}\ge0.$$

To leading order in $\Gamma_L/k_BT$ the inversion is gone, and for $r\to0$ the whole effect vanishes. Because $-f'$ falls off in the tails of the resonance, a negative correction of order $P^2\Gamma_L/k_BT$ remains, about $-0.54P^2\Gamma_L/k_BT$, so $M$ is still slightly negative when $r$ is below about $0.14(1-P^2)\Gamma_L/k_BT$. The minority peak is higher but narrower, and the two areas under the density of states are equal. The same integral describes many independent levels spread uniformly in energy over a range centered on the Fermi energy and much wider than $\Gamma_L$, even at low temperature.

## (f) Repulsion on the level

**Two electrons on the level repel with energy $U$. For $r\to0$ and zero temperature, when does the mean-field solution on resonance remain unsplit?**

**Solution.** In mean field each spin feels the average occupation of the other. Let $\delta$ be the level energy at half occupation, measured from the Fermi energy. Then

$$\varepsilon_\sigma=\delta+U\left(n_{-\sigma}-\tfrac12\right),\qquad n_\sigma=\int_{-\infty}^0\frac{\Gamma_\sigma/2\pi}{(E-\varepsilon_\sigma)^2+\Gamma_\sigma^2/4}\,dE=\frac12-\frac1\pi\arctan\frac{2\varepsilon_\sigma}{\Gamma_\sigma},$$

with $\Gamma_\sigma\approx\Gamma_{L\sigma}$. At $\delta=0$, $\varepsilon_\uparrow=\varepsilon_\downarrow=0$ is a solution, and there $M$ is unchanged. To see whether another exists, use $|\arctan z|\le|z|$, which gives $|n_\sigma-\tfrac12|\le\chi_\sigma|\varepsilon_\sigma|$ with $\chi_\sigma=2/(\pi\Gamma_\sigma)$. Applying this to both spins,

$$|\varepsilon_\uparrow|\le U\chi_\downarrow|\varepsilon_\downarrow|\le U^2\chi_\uparrow\chi_\downarrow|\varepsilon_\uparrow|.$$

If $U^2\chi_\uparrow\chi_\downarrow<1$, both energies must vanish. The condition is

$$U<\frac\pi2\sqrt{\Gamma_\uparrow\Gamma_\downarrow}=\frac\pi2\Gamma_L\sqrt{1-P^2}=\pi w.$$

Above this value a small splitting grows under iteration until the bounded occupations stop it, and a split solution appears. Correlations beyond mean field are not described here.

Off resonance, with $n_\sigma-\tfrac12\approx-\chi_\sigma\varepsilon_\sigma$, the two linear equations give

$$\varepsilon_\uparrow=\delta\,\frac{1-U\chi_\downarrow}{1-U^2\chi_\uparrow\chi_\downarrow},\qquad \varepsilon_\downarrow=\delta\,\frac{1-U\chi_\uparrow}{1-U^2\chi_\uparrow\chi_\downarrow}.$$

The repulsion thus splits a detuned level even though the bare level is spin-degenerate.

## (g) A nickel/nickel-oxide/nickel nanojunction

**Take the rough values $P=0.30$, $\Gamma_L=400$ meV, barrier height $\phi=1.0$ eV, thickness $d=1.3$ nm and area $A=100$ nm². The state lies $x_L=0.3$ nm from $L$. Evaluate $M$ and size the neglected effects.**

**Solution.** With the free-electron mass, $\kappa=\sqrt{2m\phi}/\hbar=5.123$ nm⁻¹. If both widths decay as $e^{-2\kappa\times\text{distance}}$ with a common prefactor,

$$r=e^{-2\kappa(d-2x_L)}=e^{-2(5.123)(0.7)}=7.7\times10^{-4},\qquad\Gamma_R=0.307\ \text{meV}.$$

This is far below $(1-P)/(1+P)=0.54$ and below the sign-change ratio $r_c=0.258$. The decay law is one-dimensional; for a point-like state, summing over transverse wave vectors lowers $r$ by a further factor of about 2.5 to 4, which leaves the resonant $M$ almost unchanged. The summed transmissions are $6.130\times10^{-3}$ (parallel) and $7.336\times10^{-3}$ (antiparallel). Multiplying by $e^2/h=38.74$ μS gives 0.2375 and 0.2842 μS, or 4.21 and 3.52 MΩ. Thus

$$M=\frac{0.2375}{0.2842}-1=-16.4\%,$$

against the limiting value $-0.18/1.09=-16.5\%$. With the same $P$, Julliere's value is $+19.8\%$, and equal couplings on resonance give $+9.9\%$.

*Energy scales.* The sign changes at $w=191$ meV. At 300 K, $k_BT=25.9$ meV and $M=-15.1\%$, with $P$ held fixed. A bias of 10 mV, with the level tied to $L$ and at the edge of the bias window, gives $-16.4\%$; the barrier field is 0.077 MV/cm, well below the several MV/cm at which oxides roughly break down. A detuning of 50 meV without interaction gives $-14.5\%$.

*Repulsion.* For a state of radius $b=0.3$ nm, screened by the fast electronic permittivity $\epsilon_r=5.7$ and by its image in $L$,

$$U\approx\frac{e^2}{4\pi\epsilon_0\epsilon_r}\left(\frac1b-\frac1{2x_L}\right)=421\ \text{meV}.$$

The image formula is crude here, because the state is as large as its distance from the metal. This $U$ is below the mean-field limit $\pi w=599$ meV but exceeds $\Gamma_L$, so correlations may matter, and their effect on $M$ is not sized. The comparison is not robust: $U$ depends strongly on the assumed size and shape of the state, and the same formula with $b=0.2$ nm gives more than 800 meV, above the limit. For $\delta=50$ meV the full mean-field equations give $\varepsilon_\uparrow=7$ meV and $\varepsilon_\downarrow=46$ meV. The majority level is pulled close to resonance because $U\chi_\downarrow=2(421)/(280\pi)=0.96$ is near one. The result is $M=-14.0\%$.

*Direct tunneling.* With unit prefactor, the whole area transmits, for both spins,

$$T_d=2A\int_0^\infty\frac{k\,dk}{2\pi}\,e^{-2d\sqrt{\kappa^2+k^2}}=1.1\times10^{-4},$$

or 1.8% of the parallel resonant value. Adding $T_d(1\pm P^2)$ to the parallel and antiparallel sums changes $M$ to $-16.0\%$. A rectangular barrier between free-electron metals with $k_F$ between 5 and 14 nm⁻¹ has a prefactor above one; $T_d$ is then two to four times larger and $M$ lies near $-15\%$.

The direct and resonant amplitudes can also interfere. Comparing a direct amplitude $e^{-\kappa d}$ with the weakest resonant channel, $T_{\min}\approx4r(1-P)/(1+P)$, gives a relative change in conductance of about $2e^{-\kappa d}/\sqrt{T_{\min}}=6.3\%$. If it raised $G_P$ and lowered $G_{AP}$ by this fraction, $M$ would be $-5.2\%$. This deliberately adverse estimate is neither a bound nor a prediction. It reaches zero if the direct transmission is twice as large or $r$ half as large, both within the uncertainties noted above. On the other hand, opposite shifts of $G_P$ and $G_{AP}$ need not occur. In a single-channel model with a weak direct hopping $t$ and $r\to0$, the effective coupling is $t+V_LV_R/(E-\varepsilon_0)$, so each spin's transmission is multiplied by $|1+t(E-\varepsilon_0)/(V_LV_R)|^2$ for either orientation of $R$, and this factor cancels in $M$ when $\varepsilon_0$ is the same for both spins.

*The real case.* The polarization is a rough value for electrons tunneling out of nickel, not for its total density of states, in which minority $d$ electrons dominate at the Fermi energy. The width $\Gamma_L$ is large for a state in an oxide. Extrapolating the decay law back to the interface gives a prefactor of $0.4\,e^{2(5.123)(0.3)}\approx9$ eV, so the example needs a strongly hybridized interface state. Such a state need not have the same prefactor toward $R$. A smaller one there hardly changes the resonant $M$, but it gives direct tunneling and interference more weight: the interference estimate grows as the inverse square root of this prefactor, so a twofold reduction already brings the adverse value of $M$ to zero, and a tenfold one raises the estimate to about 20%. A deeper state would have a smaller $\Gamma_L$ and be more sensitive to temperature and detuning. A real barrier may also hold many states at different energies. If these spread uniformly over a range $W\gg\Gamma_L$ centered on the Fermi energy, with the same $r$ and $P$, part (e) applies and the effect nearly vanishes. The leading term, $4rP^2/(1-P^2)\approx+0.03\%$, is so small that the tails cut off by the finite range can outweigh it: they contribute about $-4P^2\Gamma_L/(\pi W)$, so $M$ is about $-1\%$ for $W=10\Gamma_L$, in place of $-16.4\%$. Without interaction on the levels, a large negative value therefore calls for transport dominated by levels lying well within $w$ of the Fermi energy, a condition more easily met by one level or a few in a small junction, together with strongly asymmetric coupling and $k_BT\ll w$. Spin flips, a spin-dependent level shift and the loss of nickel's polarization on heating are also left out. The shift can matter: by part (c), if it splits the two spin levels symmetrically about the Fermi energy, $M$ turns positive once the splitting exceeds $2w$. A shift of one spin level alone acts in either direction: moving the minority level by 0.2 eV gives about $+16\%$, moving the majority level by the same amount about $-26\%$. Nickel oxide is an antiferromagnet and the state is strongly hybridized with nickel, so spin degeneracy of the level is a strong assumption for this junction. The values used in this part are listed in the numerical output below.

## Calculated quantities

```
polarization P                         0.30
strong width gamma_L                   400 meV
barrier height                         1.0 eV
barrier thickness                      1.3 nm
level to strong electrode              0.3 nm
junction area                          100 nm^2
decay constant kappa                   5.123 1/nm
weak width gamma_R                     0.3070 meV
coupling ratio r                       7.675e-04
required: r far below (1-P)/(1+P)      0.538
parallel transmission, both spins      6.1302e-03
antiparallel transmission, both spins  7.3365e-03
parallel conductance                   0.2375 uS
antiparallel conductance               0.2842 uS
parallel resistance                    4.211 Mohm
antiparallel resistance                3.518 Mohm
M on resonance, actual r               -16.44 %
M on resonance, limit r to 0           -16.51 %
M far from resonance (Julliere)        19.78 %
M on resonance, equal couplings        9.89 %
coupling ratio where M changes sign    0.2583
detuning w where M changes sign        190.8 meV
thermal energy at 300 K                25.85 meV
M at 4.2 K                             -16.44 %
M at 300 K, P held fixed               -15.13 %
bias used for sizing                   10 mV
barrier field at this bias             0.077 MV/cm
M at this bias                         -16.41 %
detuning used for sizing               50 meV
M at this detuning, no interaction     -14.49 %
electronic relative permittivity       5.7
radius of localized state              0.3 nm
charging energy U with image           421 meV
mean-field stability limit for U       599 meV
mean-field majority level, detuned     7.2 meV
mean-field minority level, detuned     46.3 meV
M at this detuning, mean-field U       -14.02 %
direct transmission, whole area        1.106e-04
direct / resonant parallel             1.80 %
M with direct tunnelling added         -15.95 %
interference estimate, relative        6.3 %
M with adverse interference            -5.20 %
```
